# The Stress Tensor of a Generalised Gradient Approximation: verification in Python

```python
# Result under test: the stress of a GGA energy E = integral of f(n, g), g = grad n,
#   sigma_ab = delta_ab (E - integral n v)/Omega - (1/Omega) integral g_a df/dg_b,
# with v = df/dn - div(df/dg), Omega the cell volume, sigma_ab = (1/Omega) dE/d eps_ab,
# strain r'_a = r_a + sum_b eps_ab r_b, and the density carried along with the cell.
# The tensor is symmetric when f is rotationally invariant.
# Independent road: rebuild the density in strained cells and differentiate the energy.
# Hartree atomic units throughout; rows of a cell matrix are the lattice vectors.
import numpy as np
from scipy import constants
from scipy.optimize import minimize
from scipy.spatial.transform import Rotation
from pyscf.dft import libxc

CELL = np.array([[6.0, 0.0, 0.0], [1.0, 7.0, 0.0], [0.5, 1.0, 8.0]])
MODES = np.array([[1, 0, 0], [0, 1, 1], [1, -1, 1]])
AMPLITUDES = np.array([0.4, 0.2, 0.1])
ELECTRONS = 8.0
MASSES = np.array([1.0, 2.0, 4.0])
WELLS = np.array([0.10, 0.05, 0.05])
VOLUME = np.linalg.det(CELL)
GPA = (constants.physical_constants["Hartree energy"][0]
       / constants.physical_constants["Bohr radius"][0] ** 3 / 1e9)


def fractional_grid(size):
    axis = np.arange(size) / size
    return np.stack(np.meshgrid(axis, axis, axis, indexing="ij"), -1).reshape(-1, 3)


def derivative(function, step):
    """Four-point central derivative at zero."""
    return (8 * (function(step) - function(-step))
            - (function(2 * step) - function(-2 * step))) / (12 * step)


def strained_cell(a, b, amount):
    deformation = np.eye(3)
    deformation[a, b] += amount
    return CELL @ deformation.T


def wave_vectors(cell):
    return 2 * np.pi * np.linalg.inv(cell) @ MODES.T      # one column per mode


def model_density(cell, points, electrons=ELECTRONS, amplitudes=AMPLITUDES):
    phase = 2 * np.pi * points @ MODES.T
    mean = electrons / np.linalg.det(cell)
    n = mean * (1 + np.cos(phase) @ amplitudes)
    g = -mean * wave_vectors(cell) @ (amplitudes[:, None] * np.sin(phase).T)
    return n, g


def gga(n, g, name="PBE,PBE"):
    """Energy density f, df/dn and the vector df/dg."""
    exc, vxc = libxc.eval_xc(name, np.vstack([n[None], g]), spin=0, deriv=1)[:2]
    return n * exc, vxc[0], 2 * vxc[1] * g


def anisotropic(n, g):
    """Weizsaecker energy density with a direction-dependent mass."""
    f = np.sum(g**2 / (8 * MASSES[:, None]), axis=0) / n
    return f, -f / n, g / (4 * MASSES[:, None] * n)


def energy(functional, cell, points, **density_options):
    n, g = model_density(cell, points, **density_options)
    return np.linalg.det(cell) * np.mean(functional(n, g)[0])


def stress_parts(functional, n, g):
    f, f_n, f_g = functional(n, g)
    isotropic = np.mean(f - n * f_n - np.sum(g * f_g, axis=0))
    return isotropic, -(g @ f_g.T) / n.size               # element ab: g_a df/dg_b


def strain_derivative(functional, points):
    result = np.empty((3, 3))
    for a in range(3):
        for b in range(3):
            result[a, b] = derivative(
                lambda t: energy(functional, strained_cell(a, b, t), points), 2e-3)
    return result / VOLUME


def show(label, value, unit, form=".6e"):
    values = np.atleast_1d(value)
    print(f"{label}: " + " ".join(format(float(x), form) for x in values) + f" {unit}")


def six(tensor):
    return np.array([tensor[0, 0], tensor[1, 1], tensor[2, 2],
                     tensor[1, 2], tensor[0, 2], tensor[0, 1]])


SIZE = 27                                    # odd, so Fourier derivatives are clean
formula_points = fractional_grid(SIZE)
strain_points = fractional_grid(30)
n, g = model_density(CELL, formula_points)

for i in range(3):
    show(f"lattice vector {i + 1}", CELL[i], "bohr", ".1f")
for mode, amplitude in zip(MODES, AMPLITUDES):
    show(f"amplitude of cosine {tuple(int(m) for m in mode)}", amplitude, "(no unit)", ".2f")
show("electrons", ELECTRONS, "(no unit)", ".0f")
show("cell volume", VOLUME, "bohr^3", ".3f")
show("smallest and largest density", [n.min(), n.max()], "bohr^-3", ".5f")

# Stress formula against strained-cell energies: exchange, correlation and their sum.
parts = {}
for label, name in (("exchange", "PBE,"), ("correlation", ",PBE"), ("xc", "PBE,PBE")):
    functional = lambda dens, grad, name=name: gga(dens, grad, name)
    isotropic, tensor = stress_parts(functional, n, g)
    formula = isotropic * np.eye(3) + tensor
    numeric = strain_derivative(functional, strain_points)
    deviation = np.abs(formula - numeric).max()
    assert deviation < 1e-9, (label, deviation)
    assert np.abs(numeric - numeric.T).max() < 1e-9
    parts[label] = (isotropic, tensor, formula, numeric, deviation)
assert abs(parts["exchange"][1][0, 1]) > 1e-6             # the off-diagonal test has content

# The isotropic term through the potential, which is itself tested as a derivative of E.
f, f_n, f_g = gga(n, g)
orders = np.fft.fftfreq(SIZE, 1 / SIZE)
integers = np.stack(np.meshgrid(orders, orders, orders, indexing="ij"))
reciprocal = 2 * np.pi * np.einsum("ab,bijk->aijk", np.linalg.inv(CELL), integers)
transform = np.fft.fftn(f_g.reshape(3, SIZE, SIZE, SIZE), axes=(1, 2, 3))
divergence = np.fft.ifftn(np.sum(1j * reciprocal * transform, axis=0)).real.ravel()
potential = f_n - divergence
wave = ELECTRONS / VOLUME * np.cos(2 * np.pi * formula_points @ MODES[0])
amplitude_slope = derivative(lambda t: energy(
    gga, CELL, strain_points, amplitudes=AMPLITUDES + np.array([t, 0, 0])), 2e-3)
number_slope = derivative(lambda t: energy(
    gga, CELL, strain_points, electrons=ELECTRONS * (1 + t)), 2e-3)
assert abs(amplitude_slope - VOLUME * np.mean(potential * wave)) < 1e-6
assert abs(number_slope - VOLUME * np.mean(potential * n)) < 1e-6
assert abs(np.mean(f - n * potential) - parts["xc"][0]) < 1e-9

# Pointwise symmetry: df/dg by finite differences is parallel to g.
n_few, g_few = n[::50], g[:, ::50]
numeric_f_g = np.array([derivative(
    lambda t: gga(n_few, g_few + t * np.eye(3)[:, [b]])[0], 5e-5) for b in range(3)])
scale = np.abs(numeric_f_g).max()
assert np.abs(numeric_f_g - gga(n_few, g_few)[2]).max() < 1e-6 * scale
torque_density = np.cross(g_few.T, numeric_f_g.T)
assert np.abs(torque_density).max() < 1e-6 * scale * np.abs(g_few).max()

# A finite rigid rotation leaves the PBE energy alone.
turn = Rotation.from_rotvec([0.3, 0.5, -0.2]).as_matrix()
xc_energy = energy(gga, CELL, strain_points)
rotation_change = energy(gga, CELL @ turn.T, strain_points) - xc_energy
assert abs(rotation_change) < 1e-10

# Uniform scaling of exchange fixes the trace of its stress.
exchange_energy = energy(lambda d, s: gga(d, s, "PBE,"), CELL, strain_points)
exchange_trace = np.trace(parts["exchange"][2])
assert abs(exchange_trace + exchange_energy / VOLUME) < 1e-9

show("PBE xc energy", xc_energy, "hartree", ".6f")
show("mean of f", np.mean(f), "hartree/bohr^3")
show("mean of n df/dn", np.mean(n * f_n), "hartree/bohr^3")
show("mean of g.df/dg", np.mean(np.sum(g * f_g, axis=0)), "hartree/bohr^3")
show("mean of n v", np.mean(n * potential), "hartree/bohr^3")
show("isotropic term, xc", parts["xc"][0], "hartree/bohr^3")
print("tensor components below are in the order xx yy zz yz xz xy")
for label in parts:
    show(f"gradient term, {label}", six(parts[label][1]), "hartree/bohr^3", ".3e")
show("xc stress, formula", six(parts["xc"][2]), "hartree/bohr^3", ".4e")
show("xc stress, strained cells", six(parts["xc"][3]), "hartree/bohr^3", ".4e")
show("xc stress, formula", six(parts["xc"][2]) * GPA, "GPa", ".3f")
show("xc pressure", -np.trace(parts["xc"][2]) / 3 * GPA, "GPa", ".3f")
for label in parts:
    show(f"largest deviation, {label}", parts[label][4], "hartree/bohr^3", ".1e")
show("PBE energy change on rotation", rotation_change, "hartree", ".1e")
show("trace of exchange stress", exchange_trace, "hartree/bohr^3")
show("minus exchange energy/volume", -exchange_energy / VOLUME, "hartree/bohr^3")

# Without rotational invariance the stress is not symmetric and the index order matters.
aniso_isotropic, aniso_tensor = stress_parts(anisotropic, n, g)
aniso_formula = aniso_isotropic * np.eye(3) + aniso_tensor
aniso_numeric = strain_derivative(anisotropic, strain_points)
assert np.abs(aniso_formula - aniso_numeric).max() < 1e-9
assert np.abs(aniso_formula.T - aniso_numeric).max() > 1e-6
rotation_slope = derivative(lambda t: energy(
    anisotropic, CELL @ Rotation.from_rotvec([0, 0, t]).as_matrix().T, strain_points), 2e-3)
torque = VOLUME * (aniso_formula[1, 0] - aniso_formula[0, 1])
assert abs(rotation_slope - torque) < 1e-7 and abs(torque) > 1e-4
show("anisotropic model, masses x y z", MASSES, "electron masses", ".0f")
show("anisotropic xy, yx formula", [aniso_formula[0, 1], aniso_formula[1, 0]],
     "hartree/bohr^3", ".4e")
show("anisotropic xy, yx strained", [aniso_numeric[0, 1], aniso_numeric[1, 0]],
     "hartree/bohr^3", ".4e")
show("volume*(yx - xy)", torque, "hartree")
show("energy slope on rotation about z", rotation_slope, "hartree/radian")

# Two electrons in one orbital, relaxed at every strain: kinetic + external + PBE xc.
# The external potential is carried with the cell, so it has no explicit strain derivative.
orbital_points = fractional_grid(16)


def orbital_state(cell, x):
    volume, waves = np.linalg.det(cell), wave_vectors(cell)
    phase = 2 * np.pi * orbital_points @ MODES.T
    norm = 1 + x @ x / 2
    shape = 1 + np.cos(phase) @ x
    slope = -waves @ (x[:, None] * np.sin(phase).T)
    dens = 2 * shape**2 / (volume * norm)
    grad = 4 * shape * slope / (volume * norm)
    kinetic = 0.5 * np.sum(x**2 * np.sum(waves**2, axis=0)) / norm
    external = -volume * np.mean(dens * (np.cos(phase) @ WELLS))
    xc = volume * np.mean(gga(dens, grad)[0])
    return kinetic + external + xc, xc, dens, grad


def relaxed(cell):
    found = minimize(lambda x: orbital_state(cell, x)[0], np.full(3, 0.1),
                     method="BFGS", jac="3-point", options={"gtol": 1e-8})
    return found.x


best = relaxed(CELL)
total, _, dens, grad = orbital_state(CELL, best)
iso, tensor = stress_parts(gga, dens, grad)
xc_part = VOLUME * (iso * np.eye(3) + tensor)
waves = wave_vectors(CELL)
kinetic_part = -(waves * best**2) @ waves.T / (1 + best @ best / 2)
show("orbital model, well depths", WELLS, "hartree", ".2f")
show("orbital model, relaxed coefficients", best, "(no unit)", ".5f")
show("orbital model, total energy", total, "hartree", ".6f")
for a, b, label in ((0, 0, "xx"), (0, 1, "xy")):
    slopes = derivative(lambda t: np.array(orbital_state(
        strained_cell(a, b, t), relaxed(strained_cell(a, b, t)))[:2]), 5e-3)
    explicit = kinetic_part[a, b] + xc_part[a, b]
    assert abs(slopes[0] - explicit) < 1e-6, (label, slopes[0], explicit)
    if label == "xx":
        assert abs(slopes[1] - xc_part[a, b]) > 1e-4
    show(f"{label} kinetic explicit derivative", kinetic_part[a, b], "hartree")
    show(f"{label} xc explicit derivative", xc_part[a, b], "hartree")
    show(f"{label} sum of explicit derivatives", explicit, "hartree")
    show(f"{label} slope of relaxed total energy", slopes[0], "hartree")
    show(f"{label} slope of xc energy alone, relaxed", slopes[1], "hartree", ".4e")

print("done: every assertion held")
```

Output:

```
lattice vector 1: 6.0 0.0 0.0 bohr
lattice vector 2: 1.0 7.0 0.0 bohr
lattice vector 3: 0.5 1.0 8.0 bohr
amplitude of cosine (1, 0, 0): 0.40 (no unit)
amplitude of cosine (0, 1, 1): 0.20 (no unit)
amplitude of cosine (1, -1, 1): 0.10 (no unit)
electrons: 8 (no unit)
cell volume: 336.000 bohr^3
smallest and largest density: 0.00726 0.04048 bohr^-3
PBE xc energy: -2.090109 hartree
mean of f: -6.220563e-03 hartree/bohr^3
mean of n df/dn: -8.096872e-03 hartree/bohr^3
mean of g.df/dg: -7.591229e-06 hartree/bohr^3
mean of n v: -8.104463e-03 hartree/bohr^3
isotropic term, xc: 1.883900e-03 hartree/bohr^3
tensor components below are in the order xx yy zz yz xz xy
gradient term, exchange: 6.983e-05 1.850e-05 1.034e-05 6.442e-06 5.733e-07 -1.344e-05 hartree/bohr^3
gradient term, correlation: -6.423e-05 -1.712e-05 -9.723e-06 -6.035e-06 -4.229e-07 1.196e-05 hartree/bohr^3
gradient term, xc: 5.598e-06 1.379e-06 6.148e-07 4.076e-07 1.504e-07 -1.475e-06 hartree/bohr^3
xc stress, formula: 1.8895e-03 1.8853e-03 1.8845e-03 4.0758e-07 1.5038e-07 -1.4750e-06 hartree/bohr^3
xc stress, strained cells: 1.8895e-03 1.8853e-03 1.8845e-03 4.0758e-07 1.5038e-07 -1.4750e-06 hartree/bohr^3
xc stress, formula: 55.591 55.467 55.444 0.012 0.004 -0.043 GPa
xc pressure: -55.501 GPa
largest deviation, exchange: 6.0e-14 hartree/bohr^3
largest deviation, correlation: 1.6e-14 hartree/bohr^3
largest deviation, xc: 6.1e-14 hartree/bohr^3
PBE energy change on rotation: 0.0e+00 hartree
trace of exchange stress: 5.230272e-03 hartree/bohr^3
minus exchange energy/volume: 5.230272e-03 hartree/bohr^3
anisotropic model, masses x y z: 1 2 4 electron masses
anisotropic xy, yx formula: 5.8709e-05 1.1742e-04 hartree/bohr^3
anisotropic xy, yx strained: 5.8709e-05 1.1742e-04 hartree/bohr^3
volume*(yx - xy): 1.972611e-02 hartree
energy slope on rotation about z: 1.972611e-02 hartree/radian
orbital model, well depths: 0.10 0.05 0.05 hartree
orbital model, relaxed coefficients: 0.22676 0.09789 0.03778 (no unit)
orbital model, total energy: -0.366196 hartree
xx kinetic explicit derivative: -5.620146e-02 hartree
xx xc explicit derivative: 1.041236e-01 hartree
xx sum of explicit derivatives: 4.792218e-02 hartree
xx slope of relaxed total energy: 4.792218e-02 hartree
xx slope of xc energy alone, relaxed: 7.4119e-02 hartree
xy kinetic explicit derivative: 9.330110e-03 hartree
xy xc explicit derivative: -1.571978e-04 hartree
xy sum of explicit derivatives: 9.172912e-03 hartree
xy slope of relaxed total energy: 9.172912e-03 hartree
xy slope of xc energy alone, relaxed: 4.5468e-03 hartree
done: every assertion held
```
